The Linear Sin-Squared-Psi Law for Stress in Isotropic Polycrystalline Films

## From the free surface to the straight line

Take a polycrystalline film on a thick substrate, with axes 1 and 2 in the film plane and axis 3 along the outward normal of the free surface. The stress σij and the strain εij are symmetric 3 × 3 matrices, and tension and extension count as positive. The film is under equibiaxial stress: σ11 = σ22 = σ and σ12 = 0, with σ the same everywhere in the measured area. Its grains are elastically isotropic, with Young modulus E, Poisson ratio ν and shear modulus G = E/[2(1+ν)], and they have random orientations.

A diffraction peak at Bragg angle θ, taken with wavelength λ, gives the spacing d of one family of lattice planes through

λ = 2d sinθ. (1)

The grains that contribute are those whose plane normal lies along the scattering vector, the difference between the outgoing and incoming wave vectors. The unit vector along it is

n = (sinψ cosφ, sinψ sinφ, cosψ), (2)

where ψ is the tilt from the surface normal and φ the azimuth. Tilting the sample changes ψ and so selects other grains. The spacing of the same planes without stress is d0, taken to be equal in all grains. The relation to be derived is

d(ψ) = d0 [1 + ((1+ν)σ/E) sin²ψ − 2νσ/E], (3)

valid to first order in the strain. A plot of d against sin²ψ is then a straight line, and its slope gives the stress.

The first ingredient is the stress on planes parallel to the surface. In a body at rest without body forces, the forces on each small volume balance:

∂σi1/∂x1 + ∂σi2/∂x2 + ∂σi3/∂x3 = 0, i = 1, 2, 3. (4)

Far from the edges of the film nothing depends on x1 or x2, so the first two terms vanish and σi3 does not change with depth. At the free surface nothing pulls or pushes on the film, so σ13 = σ23 = σ33 = 0 there. Constancy in depth carries these three zeros through the whole film:

σ13 = σ23 = σ33 = 0 at every depth. (5)

The in-plane stress σ does not appear in this argument, because under lateral uniformity it drops out of (4). The substrate may therefore hold the film in strong tension or compression while the normal stress stays zero. Near an edge the stress component across the edge must fall to zero, while the component along the edge keeps most of its value. The lateral derivative of the first enters (4), and the argument fails. If the substrate is about as stiff as the film, the stress regains most of its value within several film thicknesses and the rest more slowly. For a film less than a micrometre thick this zone is still small beside a measured area of millimetre size.

The second ingredient is Hooke's law. In an isotropic solid a uniaxial stress s produces the strain s/E along its own axis and −νs/E along the two axes across it. Small strains add, so principal stresses σ1, σ2, σ3 give along the first principal axis

ε1 = [σ1 − ν(σ2 + σ3)]/E = [(1+ν)σ1 − ν(σ1 + σ2 + σ3)]/E. (6)

The second form follows by adding and subtracting νσ1. The other two axes obey the same rule, and in an isotropic solid stress and strain share their principal axes. In any axes, therefore,

εij = [(1+ν)σij − ν δij tr σ]/E, tr σ = σ11 + σ22 + σ33, (7)

where δij is one for i = j and zero otherwise. With σ11 = σ22 = σ, all other components zero and tr σ = 2σ, equation (7) gives

ε∥ = ε11 = ε22 = [(1+ν)σ − 2νσ]/E = (1−ν)σ/E, (8)

ε⊥ = ε33 = −2νσ/E, (9)

and no shear strains. A film in tension is stretched in its plane and thinned along its normal. The normal strain arises without any normal stress: it is the Poisson contraction driven by two in-plane stresses, which explains the factor 2.

The same state follows from an energy argument, which shows what the free surface does physically. Suppose that the substrate imposes the in-plane strain ε11 = ε22 = e with ε12 = 0, and leaves the film free to choose ε33, ε13 and ε23. Taking the trace of (7) gives tr ε = (1−2ν) tr σ/E. With this, (7) can be solved for the stress:

σij = 2G εij + L δij tr ε, L = Eν/[(1+ν)(1−2ν)]. (10)

The elastic energy per volume is half the sum of σij εij over all i and j:

w = ½L(2e + ε33)² + G(2e² + ε33² + 2ε13² + 2ε23²). (11)

The shear strains enter as positive squares, so the minimum has ε13 = ε23 = 0. Setting the derivative with respect to ε33 to zero gives

L(2e + ε33) + 2Gε33 = 0, so ε33 = −2Le/(L + 2G). (12)

The left side of the first equation is σ33 by (10), so the minimum of the energy is the state without normal stress. To simplify the ratio, write 2G = E/(1+ν) = E(1−2ν)/[(1+ν)(1−2ν)]. Then L + 2G = E(1−ν)/[(1+ν)(1−2ν)] and L/(L + 2G) = ν/(1−ν), so that

ε33 = −2νe/(1−ν). (13)

The in-plane stress is σ = L(2e + ε33) + 2Ge. By (12) the first term equals −2Gε33, and therefore

σ = 2G(e − ε33) = 2Ge(1+ν)/(1−ν) = Ee/(1−ν). (14)

This agrees with (8), and (13) agrees with the ratio of (9) to (8). The film relaxes along its normal until nothing more can be gained.

The third ingredient is the link between strain and spacing. Before the deformation, label points of a grain by X. A family of planes with spacing d0 is the set of points for which G0·X is an integer, where the vector G0 is normal to the planes and has length 1/d0. The deformation moves X to x = FX, with F = I + ε and I the unit matrix. Since X = F⁻¹x, the same planes are now given by

G0·(F⁻¹x) = g·x = integer, g = (Fᵀ)⁻¹G0. (15)

The new vector g points along the measured normal n and has length 1/d, so g = n/d. Multiplying (15) by Fᵀ gives G0 = Fᵀn/d. The length of the left side is 1/d0, and therefore

d = d0 |Fᵀn|. (16)

No small quantity has been dropped here. For the film, F is diagonal with elements 1+ε∥, 1+ε∥ and 1+ε⊥. Inserting (2), the azimuth drops out through cos²φ + sin²φ = 1:

d² = d0² [(1+ε∥)² sin²ψ + (1+ε⊥)² cos²ψ]. (17)

For a given stretch, then, it is d² that depends linearly on sin²ψ without approximation. That d itself is linear is a statement for small strain, and its error can be found. Let x = sin²ψ and let a be the mean strain with weights x and 1−x:

a = xε∥ + (1−x)ε⊥. (18)

Expanding the squares in (17) gives

d²/d0² = 1 + 2a + xε∥² + (1−x)ε⊥² = (1+a)² + v, (19)

with v = xε∥² + (1−x)ε⊥² − a². In v the coefficient of ε∥² is x − x² = x(1−x), that of ε⊥² is (1−x) − (1−x)² = x(1−x), and that of ε∥ε⊥ is −2x(1−x). Hence

v = x(1−x)Δ², Δ = ε∥ − ε⊥. (20)

Since v is of second order, the square root of (19) is 1 + a + v/2 up to terms of third order:

d/d0 = 1 + a + ½Δ² sin²ψ cos²ψ + third order. (21)

The second-order term vanishes at ψ = 0 and at 90° and has its maximum, Δ²/8, at 45°. It is the geometric part of the error. Hooke's law itself has corrections of second order in the strain, which depend on the material and are sized in the second half.

Keeping the first order, and using (8) and (9),

Δ = [(1−ν) + 2ν]σ/E = (1+ν)σ/E = σ/(2G), (22)

d/d0 = 1 + ε⊥ + Δ sin²ψ = 1 − 2νσ/E + ((1+ν)σ/E) sin²ψ. (23)

This is the relation (3). Its slope with respect to sin²ψ, divided by d0, is σ/(2G), so

σ = [E/(1+ν)] (1/d0) ∂d/∂(sin²ψ). (24)

Under tension the spacing grows with tilt, because planes standing more steeply in the film feel more of the in-plane extension. Under compression it falls. That the shear modulus governs the slope has a simple reason: the slope compares the strain in the plane with the strain along the normal, and a pure volume change would add equally to both.

Isotropy of the grains enters at a point that is easy to pass over. Each tilt looks at a different set of grains. Because all grains respond alike to the same stress, one strain matrix describes every set, and the points from different grains fall on one line.

For ν ≥ 0 the line contains a direction without strain. Setting the sum of the last two terms in (23) to zero, the stress cancels and

sin²ψ0 = 2ν/(1+ν). (25)

At this tilt the in-plane extension and the normal contraction compensate each other. For ν = 0 the direction is the surface normal, since there is then no Poisson contraction. For ν = ½, the limit of an incompressible solid, sin²ψ0 = 2/3. If a measured line is d = A + B sin²ψ, its value at ψ0 is the unstressed spacing, and the stress follows:

d0 = A + 2νB/(1+ν), σ = EB/[(1+ν)d0]. (26)

No separate unstressed sample is needed, provided that ν is known and the assumptions hold.

The value of the tilt series shows when d0 carries a relative error η. In (24) the stress changes by the fraction −η, which is negligible for η of 0.001. A measurement at ψ = 0 alone would instead use (9):

σ = −(E/2ν)[d(0)/d0 − 1]. (27)

Replacing d0 by d0(1+η) lowers the bracket by about η and shifts the stress by Eη/(2ν). This shift does not shrink with σ, and since E is usually hundreds of times larger than the film stress, a small η can spoil the result.

What the free surface contributes becomes clear when its conditions are relaxed. Multiplying (7) by ni nj and summing gives the first-order strain along n for any stress:

εn = [(1+ν) n·σn − ν tr σ]/E, (28)

where σn is the stress matrix applied to n. Let a uniform normal stress σ33 = p be present. Then n·σn = σ sin²ψ + p cos²ψ = p + (σ−p) sin²ψ and tr σ = 2σ + p, so

εn = (p − 2νσ)/E + ((1+ν)/E)(σ − p) sin²ψ. (29)

The plot is still straight. Straightness is therefore no evidence that the normal stress vanishes; for a uniform stress it is enough that the film normal is a principal axis, so that σ13 = σ23 = 0. The slope now measures σ − p, and for equal stress on all sides it is zero however large that stress is. The free surface is what allows the slope to be read as σ itself.

A shear stress σ13 = τ adds 2τ sinψ cosψ cosφ to n·σn and leaves the trace unchanged. The added strain is

δεn = ((1+ν)τ/E) sin2ψ cosφ. (30)

It changes sign between ψ and −ψ at fixed φ, so the two branches of the plot separate. Condition (5) excludes it for the uniform film.

If the two in-plane principal stresses differ, with values σ1 and σ2 along axes 1 and 2, then n·σn = (σ1 cos²φ + σ2 sin²φ) sin²ψ. At each azimuth the plot is straight, but its slope gives the stress component along that azimuth. Equal slopes at φ = 0, 45° and 90° are thus a sign of the equibiaxial state: the first and last give σ1 = σ2, and the middle one excludes an in-plane shear stress σ12, which would add σ12 sin2φ to the bracket.

## Anisotropic grains and a magnesium oxide film

The film has in-plane stress σ, positive in tension, and a free surface. The planes observed have their normal at the tilt ψ from the surface normal, spacing d, and spacing d0 without stress. For isotropic grains with Young modulus E, Poisson ratio ν and shear modulus G, the first half gives the in-plane strain ε∥ = (1−ν)σ/E, the normal strain ε⊥ = −2νσ/E and their difference Δ = σ/(2G), and

d = d0(1 + ε⊥ + Δ sin²ψ), (31)

with a geometric remainder ½d0Δ² sin²ψ cos²ψ. The strain vanishes at sin²ψ0 = 2ν/(1+ν).

Real grains are crystals, and most crystals are not elastically isotropic. For cubic grains the effect can be worked out in a simple limit, the Reuss limit, in which every grain carries the same stress. In the cube axes of a grain, Hooke's law with the compliances s11, s12 and s44 reads

ε = s12 (tr σ) I + (s44/2) σ + s0 diag(σ11, σ22, σ33), s0 = s11 − s12 − s44/2. (32)

Here σ stands for the stress matrix, and diag keeps its diagonal elements alone. A stress σ11 gives ε11 = (s12 + s44/2 + s0)σ11 = s11σ11 and ε22 = s12σ11, and a shear stress gives ε12 = s44σ12/2, as the definitions of the compliances require. The last term of (32) ties the response to the cube axes and vanishes for s0 = 0.

Let h be the unit normal of the planes hkl in these axes, with components hm, and let N be the film normal in the same axes. The film stress is the matrix σ(I − NNᵀ), which has the value σ for directions in the film plane and zero along N. Grains that diffract at tilt ψ have h at the angle ψ from N but may be turned by any angle about h. So N = h cosψ + u sinψ, where the unit vector u is perpendicular to h and takes all directions around it with equal weight if the film has no texture. The mean of u is zero and the mean of uuᵀ is ½(I − hhᵀ). With x = sin²ψ, the means of the squared components of N are

⟨Nm²⟩ = (1−x)hm² + ½x(1−hm²). (33)

The strain along h is, from (32), s12 tr σ + (s44/2) h·σh + s0 Σ hm²σmm. Here tr σ = 2σ, h·σh = σ(1 − cos²ψ) = σx, and the mean of σmm is σ(1 − ⟨Nm²⟩). For the last sum define

Γ = h1²h2² + h2²h3² + h3²h1² = (h²k² + k²l² + l²h²)/(h² + k² + l²)². (34)

Squaring Σhm² = 1 gives Σhm⁴ = 1 − 2Γ. Hence

Σ hm²(1 − ⟨Nm²⟩) = 1 − (1−x)(1−2Γ) − ½x·2Γ = 2Γ + x(1−3Γ). (35)

Collecting terms, and using s44/2 + s0 = s11 − s12, the mean strain along h is

εh = σ[2(s12 + s0Γ) + (s11 − s12 − 3s0Γ) sin²ψ]. (36)

The plot is still straight, but its slope depends on the reflection. Written with the stiffnesses c11, c12 and c44, the slope is easier to interpret. For a diagonal stress without trace the stiffness is c11 − c12, so s11 − s12 = 1/(c11 − c12), and s44 = 1/c44. The slope per unit stress becomes

mhkl = (1−3Γ)/(c11 − c12) + 3Γ/(2c44). (37)

Since Γ runs from 0 for planes h00 to 1/3 for hhh, this is a weighted mean of the responses to the two cubic shears. They agree, and the dependence on hkl disappears, when c11 − c12 = 2c44.

To use (31) for such a material one needs average moduli. The mean of a component to the fourth power over all directions is that of cos⁴ over a sphere, 1/5. So Σhm⁴ has the mean 3/5, and Γ has the mean (1 − 3/5)/2 = 1/5. The orientation mean of (37) is the slope of an isotropic solid with the Reuss shear modulus GR:

1/(2GR) = (2/5)/(c11 − c12) + (3/5)/(2c44). (38)

In the opposite limit, that of Voigt, all grains have the same strain, and the stiffness is averaged. The stiffness law has the form of (32):

σ = c12 (tr ε) I + 2c44 ε + c0 diag(ε11, ε22, ε33), c0 = c11 − c12 − 2c44. (39)

Take the strain nnᵀ − I/3, which has no trace, with n in a random direction relative to the cube axes. The sum of the squares of all its elements is 1 − 2/3 + 1/3 = 2/3. The sum of the squares of its diagonal elements is Σ(nm² − 1/3)² = Σnm⁴ − 1/3, with the mean 3/5 − 1/3 = 4/15. Twice the energy density is therefore 2c44·(2/3) + c0·(4/15) on average. For an isotropic solid with shear modulus GV it is 2GV·(2/3). Equating the two gives

GV = c44 + c0/5 = (c11 − c12 + 3c44)/5. (40)

A uniform dilation e along all axes gives by (39) the stress (c11 + 2c12)e in every grain, whatever its orientation. The bulk modulus is the stress divided by the volume strain 3e, so K = (c11 + 2c12)/3 in both limits. For G the mean of GV and GR, the Hill value, is used here. Isotropic elasticity has 1+ν = E/(2G) and 1−2ν = E/(3K). Adding twice the first to the second gives 3 = E/G + E/(3K), or

E = 9KG/(3K + G), ν = E/(2G) − 1. (41)

Magnesium oxide serves as the example, because its cubic anisotropy is moderate and can be sized with these formulas. Rough typical values are c11 = 300 GPa, c12 = 95 GPa, c44 = 155 GPa and a lattice parameter of 0.421 nm. The two shear stiffnesses, c11 − c12 = 205 GPa and 2c44 = 310 GPa, differ clearly. The formulas give K = 163.3 GPa, GV = 134.0 GPa and GR = 128.6 GPa, so G = 131.3 GPa, E = 310.7 GPa and ν = 0.183.

The film is 500 nm thick and has the chosen stress σ = −1 GPa, a compression. Its strains are

ε∥ = 0.817 × (−1)/310.7 = −2.63 × 10⁻³,

ε⊥ = 2 × 0.183/310.7 = 1.18 × 10⁻³,

Δ = −3.81 × 10⁻³.

The 422 reflection has d0 = 0.421/√24 = 0.0859363 nm. With copper radiation of wavelength 0.15406 nm it appears at 2θ = 127.37°. At such a high angle a given strain moves the peak far, since differentiating (1) at fixed λ gives

δd/d = −cotθ δθ. (42)

A simulated scan takes seven tilts evenly spaced in sin²ψ. The spacings come from the square-root form d = d0[(1+ε∥)² sin²ψ + (1+ε⊥)² cos²ψ]^½ and the angles from (1). Four of the seven points are, with ψ and 2θ in degrees:

sin²ψ = 0.0: ψ = 0.00, d = 0.0860375 nm, 2θ = 127.096
sin²ψ = 0.2: ψ = 26.57, d = 0.0859721 nm, 2θ = 127.271
sin²ψ = 0.4: ψ = 39.23, d = 0.0859067 nm, 2θ = 127.447
sin²ψ = 0.6: ψ = 50.77, d = 0.0858413 nm, 2θ = 127.625

The peak moves by 0.53° over the scan. A least-squares line through all seven spacings has the intercept A = 0.0860375 nm and the slope B = −3.269 × 10⁻⁴ nm. The strain-free direction lies at sin²ψ0 = 0.366/1.183 = 0.309, or ψ0 = 33.8°. Reading the line there gives

d0 = 0.0860375 − 0.3093 × 3.269 × 10⁻⁴ = 0.0859364 nm,

and the stress is

σ = (310.7/1.183) × (−3.269 × 10⁻⁴)/0.0859364 = −0.999 GPa.

The fitted stress is smaller in magnitude than the input by 0.076%, and the cause is the geometric remainder. In units of d0 it is ½Δ²(x − x²). For points spaced evenly about their mean 0.3, write x² = (x−0.3)² + 0.6x − 0.09. The first term is even about the mean and does not tilt the fitted line, so x² contributes the slope 0.6 and x − x² the slope 0.4. The slope Δ thus becomes Δ + 0.2Δ², a relative change of 0.2Δ = −0.076%. The largest value of the remainder, Δ²/8, is a strain of 1.8 × 10⁻⁶.

Using the intercept in place of d0 changes the stress to −0.998 GPa, a further 0.12% in magnitude, which is the size of ε⊥. The reference spacing matters far more if a single spacing is used. Let d0 be taken 0.1% too large. The slope then still gives −0.998 GPa. The spacing at ψ = 0 alone, evaluated with σ = −(E/2ν)[d(0)/d0 − 1], gives −0.15 GPa, because the error nearly cancels the strain to be measured. An impurity or a deviation from stoichiometry that left the unstressed lattice parameter of the film 0.1% below the reference value would have the same effect.

The largest of the neglected effects sized here is the anisotropy of the grains. If the grains carry equal stress, the true slope is σmhkl, and multiplying it by 2G gives a stress with the relative error 2Gmhkl − 1. For 422, Γ = 9/36 = 0.25, and

2Gm422 = 262.6 × (0.25/205 + 0.75/310) = 0.956.

The magnitude of the stress is then read 4.4% too small. For 400, with Γ = 0, it is read 28% too large, and for 222, with Γ = 1/3, 15% too small. The 422 reflection does well because its Γ is near the mean value 1/5. In the Voigt limit every reflection has the slope σ/(2GV), and the reading is too small in magnitude by 2%, since 131.3/134.0 = 0.98. How stress and strain are shared among real grains is not settled by either limit. For this material and without texture, the choice of 422 keeps the error at a few per cent in both. The two limits do not bound the error in a thin film. If each grain spans the film thickness, is held to the same in-plane strain as its neighbours and is free along the normal, the plot is slightly curved even without texture, and 422 then reads the mean stress about 6% too small in magnitude.

The elastic moduli themselves change under load. The mean pressure in the film is −tr σ/3 = 0.67 GPa. With a rough pressure derivative dG/dP of 2.5, the shear modulus rises by 2.5 × 0.67/131.3 = 1.3%. The strain builds up while the modulus rises from its initial to its final value, so the total strain feels about half of this change, some 0.6%. This is a rough scale for the nonlinear elastic error and not a correction. The response to the shear part of the stress is left out, so the full error can be larger than this figure, of the order of 1%. The scale of 0.6% is about eight times the geometric error of 0.076% in the fitted stress.

Two slow drifts can imitate stress. Suppose that an error in 2θ grows in proportion to sin²ψ, from zero to 0.01° at the end of the scan. By (42) it produces a false strain of cotθ times half of 0.01° in radians, or 4.3 × 10⁻⁵. Divided by the range 0.6 of sin²ψ and multiplied by 2G, this is a false stress of 19 MPa, about 2% of the film stress. A temperature drift of 2 K, growing in the same way, changes d0 by 2.2 × 10⁻⁵ for a rough expansion coefficient of 1.1 × 10⁻⁵ per kelvin. With the film stress held fixed, it imitates 9.6 MPa. A constant offset of the spacing would shift the intercept and leave the slope alone.

The surface is not entirely free, since air presses on it with about 0.1 MPa. The slope measures the difference between in-plane and normal stress, so the relative effect is 10⁻⁴.

The depth seen by the beam also matters if the stress varies through the film. Let the sample be tilted about the line in which the surface meets the plane of the two beams at ψ = 0. Both beams then meet the surface at an angle whose sine is sinθ cosψ, because each has the component sinθ along the plane normal and the rest along the tilt axis, which lies in the surface. The path down through the film and back is 2t/(sinθ cosψ) for thickness t. With a rough absorption coefficient of 10⁻⁵ per nm, about 2% of the beam is absorbed on this path at the largest tilt. All depths therefore count almost equally, and the slope of the mean spacing against sin²ψ gives nearly the depth average of the stress.

Set beside real films, the input stress of −1 GPa is high but within the range that energetic deposition can leave in hard oxide films. The assumption most likely to break is that of random orientations. Magnesium oxide films often grow with a preferred axis along the surface normal. If that axis is 001, the normals of the 422 family lie at 35.3° and 65.9° from it, since the cosines are 2/√6 and 1/√6. Strong peaks then appear near these tilts, and most points of the scan above are weak or missing. The average over rotations about h also no longer holds. If every grain has 001 exactly along the surface normal, all grains respond alike to the equibiaxial stress, however they are turned about that axis. With N = (0, 0, 1), equation (32) then gives the strain σ[2s12 + (s11 − s12) sin²ψ] along every h. The points still lie on a straight line, but its slope per unit stress is 1/(c11 − c12) for every reflection. The isotropic formula therefore reads the stress 28% too large in magnitude, and the choice of 422 no longer helps. A 111 axis along the surface normal also gives a straight line. All σmm in (32) are then equal, so the last term adds the same strain in every direction, and the slope per unit stress is s44/2 = 1/(2c44). The isotropic formula then reads the stress 15% too small in magnitude. For an axis of lower symmetry, such as 110, the plot need not be straight. For a textured film the single-crystal constants and the measured distribution of orientations should replace E and ν.
